# Energy release rate of a clamped circular blister from its edge moment: a numerical check

```python
"""Energy release of a pressurised circular blister with a clamped rim.

Result under test: G = M^2/(2 D) = p^2 a^4/(128 D), with M = p a^2/8.
p: net pressure, a: blister radius, h: plate thickness,
E, nu: Young modulus and Poisson ratio, D = E h^3/(12 (1-nu^2)),
M: edge moment per length, G: energy released per debonded area.
The program also sizes stretching, prestress, shear and rim flexibility.
All numerical quantities are in SI units until they are printed.
"""
import numpy as np
import sympy as sp
from scipy.integrate import solve_bvp, quad
from scipy.special import iv, ker, kei, kerp, keip


def close(value, target, tolerance):
    return abs(value / target - 1) < tolerance


# Symbolic test: total energy change against the edge moment, two loads.
r, a, D, q, nu = sp.symbols("r a D q nu", positive=True)
A, B = sp.symbols("A B")
for power in (0, 2):
    load = q * r**power
    particular = load * r**4 / (D * (power + 2)**2 * (power + 4)**2)
    trial = particular + A + B * r**2
    constants = sp.solve(
        [trial.subs(r, a), sp.diff(trial, r).subs(r, a)], [A, B], dict=True)[0]
    w = sp.expand(trial.subs(constants))
    curvature = sp.diff(w, r, 2)
    hoop = sp.expand(sp.diff(w, r) / r)
    density = D / 2 * (curvature**2 + hoop**2 + 2 * nu * curvature * hoop)
    integrand = sp.expand(2 * sp.pi * r * (density - load * w))
    potential = sp.integrate(integrand, (r, 0, a))
    release = -sp.diff(potential, a) / (2 * sp.pi * a)
    moment = D * curvature.subs(r, a)
    assert sp.simplify(release - moment**2 / (2 * D)) == 0
    if power == 0:
        assert sp.simplify(release - q**2 * a**4 / (128 * D)) == 0

# Example: glass lid on a thick silicon base, rough typical values.
young, poisson = 64e9, 0.20
thickness, radius, pressure = 0.50e-3, 20e-3, 25e3
toughness = 1.0
residual = 5e6
rigidity = young * thickness**3 / (12 * (1 - poisson**2))
gauss_x, gauss_w = np.polynomial.legendre.leggauss(80)


def plate(rad, load, stress=0.0):
    """Solve the nonlinear clamped plate, including in-plane stretching.

    Scaled unknowns: slope f, its derivative, displacement v, its derivative.
    """
    start = 1e-3
    P = load * rad**4 / (rigidity * thickness)
    n0 = stress * thickness * rad**2 / rigidity

    def equations(x, y):
        f, df, v, dv = y
        force = n0 + 12 * (dv + f**2 / 2 + poisson * v / x)
        ddf = -df / x + f / x**2 + force * f + P * x / 2
        ddv = -dv / x + v / x**2 - f * df - (1 - poisson) * f**2 / (2 * x)
        return np.vstack((df, ddf, dv, ddv))

    def boundary(left, right):
        return np.array([left[0] - start * left[1],
                         left[2] - start * left[3], right[0], right[2]])

    x = np.linspace(start, 1, 161)
    guess = np.zeros((4, x.size))
    guess[0] = -P * x * (1 - x**2) / 16
    guess[1] = -P * (1 - 3 * x**2) / 16
    solution = solve_bvp(equations, boundary, x, guess,
                         tol=1e-7, max_nodes=20000)
    assert solution.success
    x = start + (1 - start) * (gauss_x + 1) / 2
    weight = gauss_w * (1 - start) / 2
    f, df, v, dv = solution.sol(x)
    er, et = dv + f**2 / 2, v / x
    energy = x * (df**2 + (f / x)**2 + 2 * poisson * f * df / x) / 2
    energy += 6 * x * (er**2 + et**2 + 2 * poisson * er * et)
    energy += n0 * x * (er + et) + P * x**2 * f / 2
    edge = solution.sol(1.0)
    scale = rigidity * thickness**2
    return {
        "G": scale / rad**4 * (edge[1]**2 + 12 * edge[3]**2) / 2,
        "potential": 2 * np.pi * scale / rad**2 * np.sum(weight * energy),
        "centre": -thickness * np.sum(weight * f),
        "volume": -np.pi * rad**2 * thickness * np.sum(weight * x**2 * f),
        "moment": rigidity * thickness / rad**2 * edge[1]}


def area_derivative(function, rad, step=1e-3):
    upper, lower = function(rad * (1 + step)), function(rad * (1 - step))
    return (upper - lower) / (2 * step * rad) / (2 * np.pi * rad)


# Derived formulas for the example.
G = pressure**2 * radius**4 / (128 * rigidity)
M = pressure * radius**2 / 8
centre = pressure * radius**4 / (64 * rigidity)
volume = np.pi * pressure * radius**6 / (192 * rigidity)
critical = np.sqrt(128 * rigidity * toughness) / radius**2

# Small-load numerical solution, where stretching is negligible.
small = pressure / 100
weak = plate(radius, small)
assert close(weak["centre"] * 100, centre, 2e-4)
assert close(weak["moment"] * 100, M, 2e-4)
assert close(weak["volume"] * 100, volume, 2e-4)
G_pressure = -1e4 * area_derivative(
    lambda R: plate(R, small)["potential"], radius)
held = weak["volume"]
G_volume = -1e4 * area_derivative(
    lambda R: held**2 * small / (2 * plate(R, small)["volume"]), radius)
assert close(G_pressure, G, 5e-4)
assert close(G_volume, G, 5e-4)

# Trends when the radius grows by ten per cent.
larger = plate(1.1 * radius, small)
same_volume_load = small * held / larger["volume"]
trend_pressure = larger["G"] / weak["G"]
trend_volume = plate(1.1 * radius, same_volume_load)["G"] / weak["G"]
assert close(trend_pressure, 1.1**4, 5e-4)
assert close(trend_volume, 1.1**-8, 5e-4)

# Growth pressure checked by solving the plate at that scaled load.
assert close(plate(radius, critical / 100)["G"] * 1e4, toughness, 5e-4)

# Full nonlinear states and energy tests of their rim formula.
stretched = plate(radius, pressure)
tension = plate(radius, pressure, residual)
compression = plate(radius, pressure, -residual)
for stress, state in ((0.0, stretched), (residual, tension),
                      (-residual, compression)):
    numerical = -area_derivative(
        lambda R: plate(R, pressure, stress)["potential"], radius)
    assert close(state["G"], numerical, 5e-4)

# Prestressed small-load plate against the Bessel-function solution.
force = residual * thickness
z = radius * np.sqrt(force / rigidity)
bessel_moment = small * rigidity / (2 * force) * (z * iv(0, z) / iv(1, z) - 2)
assert close(plate(radius, small, residual)["moment"], bessel_moment, 3e-4)

# Transverse shear: integrate the extra slope and differentiate the energy.
shear_modulus = young / (2 * (1 + poisson))
shear_stiffness = 5 / 6 * shear_modulus * thickness
shear_G = pressure**2 * radius**2 / (8 * shear_stiffness)


def shear_energy(rad):
    # Volume equals pi times the integral of r^2 times the downward slope.
    extra = quad(lambda s: np.pi * s**2 * pressure * s
                 / (2 * shear_stiffness), 0, rad)[0]
    return pressure * extra / 2


assert close(area_derivative(shear_energy, radius), shear_G, 1e-4)


def spring_rim(rad, stiffness):
    """Plate with pressure inside rad and a spring bed outside it."""
    b = (stiffness / rigidity)**0.25
    t = b * rad
    size = np.hypot(ker(t), kei(t))
    k0, k1 = ker(t) / size, kei(t) / size
    d0, d1 = b * kerp(t) / size, b * keip(t) / size
    # Unknowns: inner constant, inner edge value of the square term,
    # and the two decaying outer amplitudes. Each row is made dimensionless.
    matrix = np.array([
        [1, 1, -k0, -k1],
        [0, 2, -rad * d0, -rad * d1],
        [0, 4, t**2 * k1, -t**2 * k0],
        [0, 0, rad * t**2 * d1, -rad * t**2 * d0]])
    unit = pressure * rad**4 / rigidity
    right = -unit * np.array([1 / 64, 1 / 16, 1 / 4, 1 / 2])
    inner, square, _, _ = np.linalg.solve(matrix, right)
    edge = unit / 64 + inner + square
    vol = 2 * np.pi * rad**2 * (unit / 384 + inner / 2 + square / 4)
    return edge, vol


bed = 2 * young / thickness
rim_edge, rim_volume = spring_rim(radius, bed)
rim_G = bed * rim_edge**2 / 2 + pressure * rim_edge
rim_numerical = area_derivative(
    lambda R: pressure * spring_rim(R, bed)[1] / 2, radius)
assert close(rim_G, rim_numerical, 2e-4)
# A very stiff bed must recover the clamp.
stiff_bed = bed * 1e4
stiff_G = area_derivative(
    lambda R: pressure * spring_rim(R, stiff_bed)[1] / 2, radius)
assert close(stiff_G, G, 0.02)
assert abs(stiff_G / G - 1) < abs(rim_G / G - 1) / 5


def percent(value):
    return 100 * (value / G - 1)


print("INPUTS (rough typical values)")
print(f"Young modulus: {young/1e9:.1f} GPa")
print(f"Poisson ratio: {poisson:.2f} (no unit)")
print(f"Plate thickness: {thickness*1e3:.2f} mm")
print(f"Blister radius: {radius*1e3:.1f} mm")
print(f"Net pressure: {pressure/1e3:.1f} kPa")
print(f"Chosen interface toughness: {toughness:.2f} J/m2")
print(f"Residual stress magnitude: {residual/1e6:.1f} MPa")
print("CLAMPED SMALL-DEFLECTION PLATE")
print(f"Bending rigidity D: {rigidity:.4f} N m")
print(f"Central deflection: {centre*1e6:.2f} um")
print(f"Deflection / thickness: {centre/thickness:.4f} (no unit)")
print(f"Radius / thickness: {radius/thickness:.1f} (no unit)")
print(f"Blister volume: {volume*1e9:.2f} mm3")
print(f"Potential energy: {-pressure*volume/2*1e3:.4f} mJ")
print(f"Edge moment per length: {M:.4f} N")
print(f"Edge surface bending stress: {6*M/thickness**2/1e6:.2f} MPa")
print(f"G from edge moment: {M**2/(2*rigidity):.4f} J/m2")
print(f"G from energy at fixed pressure: {G_pressure:.4f} J/m2")
print(f"G from energy at fixed volume: {G_volume:.4f} J/m2")
print(f"Pressure for chosen toughness: {critical/1e3:.2f} kPa")
print("G RATIO WHEN RADIUS GROWS BY 10 PERCENT")
print(f"Fixed pressure: {trend_pressure:.4f} (no unit)")
print(f"Fixed volume: {trend_volume:.4f} (no unit)")
print("NEGLECTED EFFECTS")
print(f"G with stretching: {stretched['G']:.4f} J/m2")
print(f"Change by stretching: {percent(stretched['G']):.2f} %")
print(f"Central deflection, stretching: {stretched['centre']*1e6:.2f} um")
print(f"G, stretching and tension: {tension['G']:.4f} J/m2")
print(f"Change, stretching and tension: {percent(tension['G']):.2f} %")
print(f"G, stretching and compression: {compression['G']:.4f} J/m2")
print(f"Change, stretching and compression: "
      f"{percent(compression['G']):.2f} %")
print(f"Added G by transverse shear: {shear_G:.5f} J/m2")
print(f"Change by transverse shear: {100*shear_G/G:.2f} %")
print(f"Rim spring stiffness: {bed:.3e} N/m3")
print(f"Rim lift, spring estimate: {rim_edge*1e6:.3f} um")
print(f"G with flexible rim: {rim_G:.4f} J/m2")
print(f"Change by flexible rim: {percent(rim_G):.2f} %")
print("success")
```

Output:

```
INPUTS (rough typical values)
Young modulus: 64.0 GPa
Poisson ratio: 0.20 (no unit)
Plate thickness: 0.50 mm
Blister radius: 20.0 mm
Net pressure: 25.0 kPa
Chosen interface toughness: 1.00 J/m2
Residual stress magnitude: 5.0 MPa
CLAMPED SMALL-DEFLECTION PLATE
Bending rigidity D: 0.6944 N m
Central deflection: 90.00 um
Deflection / thickness: 0.1800 (no unit)
Radius / thickness: 40.0 (no unit)
Blister volume: 37.70 mm3
Potential energy: -0.4712 mJ
Edge moment per length: 1.2500 N
Edge surface bending stress: 30.00 MPa
G from edge moment: 1.1250 J/m2
G from energy at fixed pressure: 1.1250 J/m2
G from energy at fixed volume: 1.1250 J/m2
Pressure for chosen toughness: 23.57 kPa
G RATIO WHEN RADIUS GROWS BY 10 PERCENT
Fixed pressure: 1.4641 (no unit)
Fixed volume: 0.4665 (no unit)
NEGLECTED EFFECTS
G with stretching: 1.1066 J/m2
Change by stretching: -1.63 %
Central deflection, stretching: 88.53 um
G, stretching and tension: 0.9923 J/m2
Change, stretching and tension: -11.79 %
G, stretching and compression: 1.2494 J/m2
Change, stretching and compression: 11.05 %
Added G by transverse shear: 0.00281 J/m2
Change by transverse shear: 0.25 %
Rim spring stiffness: 2.560e+14 N/m3
Rim lift, spring estimate: 0.097 um
G with flexible rim: 1.2188 J/m2
Change by flexible rim: 8.33 %
success
```
